Does a p1/2 Dirac orbital vanish at the nucleus?

**Q:** A p orbital is zero at the nucleus. The centrifugal barrier makes it start as r, so its density starts as r². I take this to hold for a p1/2 Dirac orbital too: relativity may change the shape a little, but the letter p still means l = 1.

**A:** l = 1 of what? A Dirac orbital has an upper pair of components φ, the large component, and a lower pair χ, the small component. In Hartree atomic units, for one electron in a central potential V(r), with E not including the rest energy, they obey

c (σ·p) φ = (2c² + E − V) χ

c (σ·p) χ = (E − V) φ.

The density is ρ = φ†φ + χ†χ. Your argument concerns φ. What is the angular momentum of χ?

**Q:** I would have guessed the same l, since it belongs to the same orbital.

**A:** The operator σ·p is unchanged by a joint rotation of space and spin, so it keeps j. It contains one derivative, so it reverses spatial parity. With j = 1/2 the possible values of l are 0 and 1; if φ has l = 1, then χ has l = 0.

The label κ records both facts. The operator σ·L + 1 has eigenvalue −κ on φ and +κ on χ. For p1/2, σ·L = −2 on φ, so κ = +1; on χ the eigenvalue +1 means σ·L = 0, an s function. For s1/2, κ = −1 and the roles are exchanged.

**Q:** Can I see the s function appear, without relying on labels?

**A:** Take a constant spinor η with η†η = 1/(4π), and write the p1/2 large component as

φ = g(r) (σ·r) η.

With p = −i∇ and the identity (σ·∇)(σ·A) = ∇·A + iσ·(∇×A), applied to A = g r,

(σ·p) φ = −i [∇·(g r) + iσ·(∇×(g r))] η = −i (3g + r g′) η.

The curl vanishes because g r is a radial field. The result has no angular dependence. So write χ = −i h(r) η, and the first Dirac equation becomes

c (3g + r g′) = (2c² + E − V) h. (1)

For the second, (σ·p)χ = (−i)(−i)(σ·∇h) η = −(h′/r)(σ·r) η, hence

h′ = −(E − V) r g / c. (2)

Since (σ·r)² = r², the density and normalisation are

ρ = (r²g² + h²)/(4π), ∫₀^∞ r² (r²g² + h²) dr = 1.

The large component is r g, and it vanishes at the centre if g is finite there. The small component h has no factor r.

**Q:** No factor r does not yet mean that h(0) is nonzero. Could it vanish for some other reason?

**A:** Not for a nucleus of finite size, where V is finite at r = 0. Multiply (1) by r²/c and integrate, using (r³g)′ = r²(3g + r g′):

r³ g(r) = (1/c) ∫₀^r s² (2c² + E − V) h ds.

Suppose h(0) = 0, and let M be the largest |h| on a short interval 0 ≤ r ≤ b. The integral shows that |g| is at most a constant times M. Equation (2), integrated from h(0) = 0, then gives |h| at most a constant times b²M. For small enough b this is less than M unless M = 0. Then g and h vanish near the centre, and the differential equations keep them zero everywhere. A bound orbital therefore has h(0) ≠ 0, and

ρ(0) = h(0)²/(4π),

all of it from the small component.

**Q:** Then every p orbital should do this, including p3/2.

**A:** For p3/2, j = 3/2 and the other value of l is 2, so χ is a d function. A direct check uses the state with the largest angular momentum projection, φ = g(r)(x + iy) times spin up. The spin-up part of (σ·∇)φ is ∂/∂z of (x + iy)g, which vanishes at the centre. The spin-down part is

(∂/∂x + i ∂/∂y)[(x + iy) g] → (1 + i²) g(0) = 0.

The other projections follow by rotation. With a finite nucleus, both components of p3/2 vanish at the centre.

**Q:** I accept that the p1/2 value is not zero. But a small component is small. How large is the density compared with an s orbital?

**A:** Compare 2p1/2 with 2s1/2 in a one-electron ion, first for a = Z/c = Zα much less than 1. Choose a distance r that is outside the nucleus and satisfies

Z/c² ≪ r ≪ 1/Z.

Here |V| = Z/r is much less than 2c², and |E|, of order Z², is too. To leading order the large component is the nonrelativistic 2p function, so

g = A e^(−Zr/2), A = Z^(5/2)/(2√6).

The factor A follows from A² ∫₀^∞ r⁴ e^(−Zr) dr = 24A²/Z⁵ = 1. Equation (1), with Zr ≪ 1, gives

h ≈ 3g/(2c) ≈ 3A/(2c)

h² ≈ 9A²/(4c²) = (9/4)(Z⁵/24)/c² = 3Z⁵/(32c²).

The nonrelativistic 2s radial function is B(1 − Zr/2)e^(−Zr/2). Its normalisation is B²(2 − 6 + 6)/Z³ = 1, so its square near the nucleus is B² = Z³/2. If both values persist to the centre, then

ρ(2p1/2)/ρ(2s1/2) ≈ [3Z⁵/(32c²)]/(Z³/2) = (3/16)(Zα)².

**Q:** That "if" worries me. Inside a nucleus the potential can be deeper than 2c², and you dropped V from (1).

**A:** The worry is justified for g, but h is protected. Take a uniformly charged sphere of radius R with ZR ≪ 1. Its potential satisfies |V| ≤ Z/r everywhere and |V| ≤ 3Z/(2R) inside. Let H be the largest |h| between the centre and our chosen r. The integral for r³g gives, at any point on the way,

|r g| ≤ (H/(c r²)) (2c²r³/3 + Zr²/2) = H [2cr/3 + Z/(2c)].

I used E < 0 to drop E from the upper bound. In this region 0 ≤ E − V ≤ |V|, so putting the bound into (2) limits the change of h:

- inside the nucleus: at most H [ZR/2 + 3a²/4]
- from R to r: at most H [2Z(r − R)/3 + (a²/2) ln(r/R)].

Both are small when a², Zr and a² ln(r/R) are small. So h keeps its value down to the centre, while g changes to satisfy (1).

**Q:** Does the s function keep its value as well?

**A:** Yes. For s1/2 write φ = f η and χ = −i u (σ·r) η. The same derivatives give

f′ = (2c² + E − V) r u / c

3u + r u′ = −(E − V) f / c.

If F is the largest |f|, integrating the second equation gives |r u| ≤ FZ/(2c). The first then limits the change of f to F[ZR + 3a²/4] inside the nucleus and F[Z(r − R) + (a²/2) ln(r/R)] outside it. The coefficient 3/16 therefore stands at leading order.

**Q:** What happens for a heavy ion, where Zα is not small?

**A:** Then the radial equations have to be solved numerically. Take a model ion with Z = 80 and a uniformly charged nucleus of round radius R = 10⁻⁴ bohr. Electron-electron interaction, QED corrections and nuclear recoil are left out. The radius is smaller than that of a real mercury nucleus, about 1.33 × 10⁻⁴ bohr as a uniform sphere; with that radius both central densities below are 10 to 11% lower and their ratio is 0.0808. The central densities are 1.854 × 10⁵ bohr⁻³ for 2s1/2 and 1.492 × 10⁴ bohr⁻³ for 2p1/2:

(1.492 × 10⁴)/(1.854 × 10⁵) = 0.0805.

The weak-field formula, with Zα = 0.5838, gives

(3/16)(0.5838)² = 0.0639,

which is about 21% below the computed ratio. At Z = 20, with the same R, the ratio is 0.00405 against an estimate of 0.00399, a shortfall of little more than 1%. The ratio is much better than either density alone: the central 2s1/2 and 2p1/2 densities lie 17% and 19% above their leading-order values, and at Z = 80 they are about 9 and 11 times those values. These enhancements largely cancel in the ratio. At Z = 1 the ratio divided by (Zα)² is 0.1875, the value of 3/16.

The potential at the centre for Z = 80 has |V(0)|/(2c²) = 31.95, so dropping V from (1) would indeed fail there.

**Q:** A nucleus is not a point. Perhaps my p orbital has grown appreciably by the time it reaches the nuclear surface, and the centre is a special case.

**A:** At r = R, the nonrelativistic 2p and 2s functions give a direction-averaged density ratio of

(Z²R²/24)/[(1 − ZR/2)²/2] = 5.4 × 10⁻⁶.

The Dirac densities there are 1.295 × 10⁴ and 1.601 × 10⁵ bohr⁻³, with ratio 0.081. The belief is wrong by a factor of about 15,000 in this example; the factor falls roughly as 1/R² and is about 8,500 for R = 1.33 × 10⁻⁴ bohr. The small component supplies 94% of the 2p1/2 density at the surface. For 2p3/2 the averaged density is 0.32 bohr⁻³, about 2.5 × 10⁻⁵ of the 2p1/2 value.

This matters for any weak extra potential δV confined to the nucleus. Its first-order energy shift is ∫ρ δV d³r. For δV of one sign, the ratio of two shifts is a weighted average of the density ratio over the nucleus. Inside, |V| ≥ Z/R, about 21 times 2c² here, so V dominates E and 2c². With those two terms dropped, the pair (h, r g) obeys the same equations as the s1/2 pair (f, −r u). The two densities are therefore nearly proportional throughout the nucleus, as the ratios 0.0805 at the centre and 0.081 at the surface confirm. So the 2p1/2 shift in this model is about 8% of the 2s1/2 shift, not a few millionths of it.

**Q:** If I use a point nucleus instead, do I just evaluate the same densities at r = 0?

**A:** No, because both diverge. Let G = r g. Close to a point charge, V = −Z/r dominates E and 2c², and (1) and (2) become

G′ + 2G/r = (a/r) h, h′ = −(a/r) G.

Try G = G₀ r^s and h = h₀ r^s:

(s + 2) G₀ = a h₀, s h₀ = −a G₀.

Multiplying the two and cancelling G₀h₀ gives s(s + 2) = −a², so s = −1 ± γ with γ = √(1 − a²). For Z = 80, γ = 0.812, and the lower sign gives a norm that diverges at the origin. Thus s = γ − 1, and

ρ ∝ r^(2γ−2), G₀/h₀ = a/(1 + γ).

Even the large component fails to vanish in this idealisation. For s1/2, with U = r u, the corresponding equations are f′ = (a/r)U and U′ + 2U/r = −(a/r)f. They give the same s(s + 2) = −a², hence the same divergence.

**Q:** Then has the comparison with s1/2 lost its meaning?

**A:** The separate values at r = 0 have, but the ratio has a finite limit, since the two powers are equal. A finite nucleus cuts the growth off near r = R. For Z = 80, reducing R from 10⁻⁷ to 10⁻⁸ bohr raises both central densities by a factor of 10^0.376, in agreement with 2 − 2γ = 0.376, while their ratio stays at 0.0793. The numerical check tests this growth and the steadiness of the ratio.

**Q:** So I should say that the large component of p1/2 vanishes at the centre of a finite nucleus, but the orbital does not.

**A:** Yes. The letter p gives the l of the large component. To decide whether the density vanishes at the centre, you need the l of both components, and κ supplies them.

Table of computed values

```
speed of light c = 137.035999 a.u.
nuclear radius R = 1.0e-04 bohr
symbolic coefficient of (Z alpha)^2 = 0.1875
symbolic p3/2 small component at the centre: zero
Z = 1: Z alpha = 0.007297, (Z alpha)^2 = 5.3251e-05
  2s1/2 central density = 3.9805e-02 bohr^-3
  2p1/2 central density = 3.9749e-07 bohr^-3
  density ratio p/s = 9.9859e-06
  weak-field estimate = 9.9846e-06
  ratio / (Z alpha)^2 = 0.18752
Z = 20: Z alpha = 0.145947, (Z alpha)^2 = 2.1301e-02
  2s1/2 central density = 3.7285e+02 bohr^-3
  2p1/2 central density = 1.5097e+00 bohr^-3
  density ratio p/s = 4.0490e-03
  weak-field estimate = 3.9939e-03
  ratio / (Z alpha)^2 = 0.19009
Z = 50: Z alpha = 0.364868, (Z alpha)^2 = 1.3313e-01
  2s1/2 central density = 1.2154e+04 bohr^-3
  2p1/2 central density = 3.2944e+02 bohr^-3
  density ratio p/s = 2.7105e-02
  weak-field estimate = 2.4962e-02
  ratio / (Z alpha)^2 = 0.20360
Z = 80: Z alpha = 0.583788, (Z alpha)^2 = 3.4081e-01
  2s1/2 central density = 1.8542e+05 bohr^-3
  2p1/2 central density = 1.4919e+04 bohr^-3
  density ratio p/s = 8.0459e-02
  weak-field estimate = 6.3902e-02
  ratio / (Z alpha)^2 = 0.23608
Details for Z = 80, R as above:
  2s1/2 energy = -904.631 hartree
  2p1/2 energy = -904.830 hartree
  2p3/2 energy = -817.807 hartree
  |V(0)|/(2c^2) = 31.95
  2p1/2 small-component share at r=R: 0.9403
  2s1/2 density at r=R: 1.6010e+05 bohr^-3
  2p1/2 density at r=R: 1.2946e+04 bohr^-3
  2p3/2 mean density at r=R: 3.2112e-01 bohr^-3
  nonrelativistic 2p/2s mean density ratio at r=R: 5.376e-06
Shrinking nucleus, Z = 80:
  gamma = 0.81191, 2 - 2 gamma = 0.37619
  growth exponent found, 2s1/2: 0.37620
  growth exponent found, 2p1/2: 0.37619
  central p/s ratio at R = 1e-7 bohr: 0.07933
  central p/s ratio at R = 1e-8 bohr: 0.07933
  2p1/2 P/Q at r = 1e-6 bohr, R = 1e-8 bohr: 0.32225
  point-nucleus limit of P/Q: 0.32220
```
